# Thermionic current limit into monolayer MoS2 and its first correction

## What the three-dimensional law gets wrong

The familiar thermionic law for a bulk semiconductor gives a current per area, proportional to $T^2e^{-\Phi/kT}$. A monolayer contact carries a current per width, so the bulk law cannot even supply its magnitude. It also distorts the barrier extracted from temperature data. For a monolayer with a true barrier of 0.200 eV, the slope of $\ln(J/T^2)$ against $1/kT$ near 300 K gives 0.187 eV. The missing 0.013 eV is $kT/2$, and it comes from the one transverse direction that a two-dimensional layer lacks.

The correct law for a barrier crossed in the plane of the layer follows from counting the electrons that cross its top. It is the leading term of an expansion in $e^{-\Phi/kT}$, whose first correction can be written down in closed form.

## Model and conventions

Let $x$ point from the metal into the layer and $y$ run along the contact. The barrier top lies at energy $\Phi$ above the metal Fermi level, which is the zero of energy. Here $\Phi$ is the height of the actual maximum, with any image-force lowering already included. At the top, the conduction valleys are parabolic and isotropic:

$$E=\Phi+\frac{\hbar^2(k_x^2+k_y^2)}{2m}.$$

The total spin-valley degeneracy is $g$. The charge $q$ is positive, and $J$ is the magnitude of the current per contact width carried by electrons moving into the layer.

The limit rests on three assumptions: every electron arriving above the top is transmitted, none below it is, and none returns from the channel. The wave vector is measured from the valley centre, so the position of the valley in the Brillouin zone does not enter the counting.

The metal has many more states than the layer, but this does not raise the limit. In equilibrium the flow from metal to layer at each energy must balance the reverse flow. The reverse flow cannot exceed what the layer's own states carry towards the metal, because a transmission probability is at most one. The layer's states therefore set the bound.

## From the flux to a series

Each state moving towards $+x$ contributes its velocity $\hbar k_x/m$ times its occupation $f(E)=1/(1+e^{E/kT})$. There are $g\,d^2k/(2\pi)^2$ states per area, so

$$J=\frac{qg}{4\pi^2}\int_{-\infty}^{\infty}dk_y\int_0^\infty dk_x\,\frac{\hbar k_x}{m}\,f(E).$$

Put $\varepsilon=\hbar^2k_x^2/2m$. Then $d\varepsilon=\hbar^2k_x\,dk_x/m$, and $(\hbar k_x/m)\,dk_x=d\varepsilon/\hbar$. The velocity has cancelled the one-dimensional density of states. With $a=\Phi+\hbar^2k_y^2/2m$, the inner integral is

$$\frac1\hbar\int_0^\infty\frac{d\varepsilon}{1+e^{(a+\varepsilon)/kT}}=\frac{kT}{\hbar}\ln\left(1+e^{-a/kT}\right),$$

because $-kT\ln(1+e^{-(a+\varepsilon)/kT})$ has the integrand as its derivative and vanishes at infinity.

Now set $k_y=s\sqrt{2mkT}/\hbar$ and $\eta=\Phi/kT$:

$$J=\frac{qg\,kT\sqrt{2mkT}}{4\pi^2\hbar^2}\int_{-\infty}^{\infty}ds\,\ln\left(1+e^{-\eta-s^2}\right).$$

For $\eta>0$ the exponential is less than one for every $s$, so the logarithm may be expanded as $\ln(1+z)=z-z^2/2+z^3/3-\dots$ and integrated term by term. Since $\int e^{-ns^2}ds=\sqrt{\pi/n}$, the $n$th term acquires $1/n$ from the logarithm and $1/\sqrt n$ from the Gaussian:

$$J=A\sum_{n=1}^{\infty}(-1)^{n+1}\frac{e^{-n\eta}}{n^{3/2}},\qquad A=\frac{qg\,kT\sqrt{2\pi mkT}}{4\pi^2\hbar^2}.$$

The leading term is the thermionic limit,

$$\boxed{J_0=\frac{qg\,kT\sqrt{2\pi mkT}}{4\pi^2\hbar^2}\,e^{-\Phi/kT}}$$

and the first correction follows on dividing by it:

$$\frac{J}{J_0}=1-\frac{e^{-\eta}}{2^{3/2}}+O(e^{-2\eta}).$$

The minus sign expresses the exclusion principle: the Fermi function lies below the Boltzmann exponential. The terms alternate and decrease, so the error after the first correction is smaller than the next term, $e^{-2\eta}/3^{3/2}$, relative to $J_0$.

## The opposite limit

The expansion loses its small parameter as the barrier falls towards the Fermi level. Suppose instead that the band edge lies below it, $\Phi=-\zeta$, with $\zeta\gg kT$. The logarithm then tends to $(\zeta-\hbar^2k_y^2/2m)/kT$ for $|k_y|<k_0=\sqrt{2m\zeta}/\hbar$, and to zero outside. Hence

$$J\to\frac{qg}{4\pi^2\hbar}\int_{-k_0}^{k_0}\left(\zeta-\frac{\hbar^2k_y^2}{2m}\right)dk_y
=\frac{qg}{4\pi^2\hbar}\,\frac{4\zeta k_0}{3}
=\frac{qg\sqrt{2m}\,\zeta^{3/2}}{3\pi^2\hbar^2}.$$

The integral is $2\zeta k_0-\tfrac23\zeta k_0$, which gives the factor $4/3$. To leading order this current does not depend on temperature: filled channels, and no longer the thermal tail, set the flow.

## The number for monolayer MoS2

Take $\Phi=0.2$ eV, $m=0.5\,m_0$, $g=4$ and $T=300$ K. Then $kT=0.02585$ eV, $\eta=7.736$ and $e^{-\eta}=4.367\times10^{-4}$. The prefactor is $A=658.2$ µA/µm, so

$$J_0=658.2\times4.367\times10^{-4}\ \text{µA/µm}=0.287\ \text{µA/µm}.$$

This is about 0.3 µA/µm. The first correction is $-4.367\times10^{-4}/2.828=-1.54\times10^{-4}$ relative to $J_0$. Direct integration over the $k$ plane with Fermi-Dirac filling gives the same relative shift. The departure from Boltzmann filling is thus negligible in this estimate.

The same current can be read as charge times density times speed. The density of right-moving electrons at the top is a Gaussian integral over half the $k$ plane:

$$n_+=\frac{g}{4\pi^2}\,\frac12\,\frac{2\pi mkT}{\hbar^2}\,e^{-\eta}=\frac{g\,mkT}{4\pi\hbar^2}e^{-\eta}.$$

Dividing $J_0$ by $qn_+$ gives their mean forward velocity,

$$v_T=\frac{kT\sqrt{2\pi mkT}}{4\pi^2\hbar^2}\,\frac{4\pi\hbar^2}{mkT}=\sqrt{\frac{2kT}{\pi m}}.$$

Here $n_+=2.36\times10^9$ cm$^{-2}$ and $v_T=7.61\times10^6$ cm/s. The electrons are fast; the current is small because few of them reach the top.

## Bias, temperature and mass

Let the channel Fermi level lie $qV$ below that of the metal, while the barrier top stays fixed relative to the metal. Electrons returning from the channel see a barrier $\Phi+qV$, so to leading order

$$J(V)=J_0\left(1-e^{-qV/kT}\right).$$

At 0.1 V the current is already 0.98 of $J_0$. For small $V$ the bracket becomes $qV/kT$, and the contact resistance times width is

$$R_c=\frac{kT}{qJ_0}=\frac{0.02585\ \text{V}}{0.2874\ \text{A/m}}=0.0899\ \Omega\,\text{m}=89.9\ \text{k}\Omega\,\text{µm}.$$

For the temperature dependence, write $\beta=1/kT$ and hold $\Phi$ fixed. Since $J_0\propto T^{3/2}e^{-\beta\Phi}$,

$$-\frac{d}{d\beta}\ln\frac{J_0}{T^p}=\Phi+\left(\frac32-p\right)kT.$$

The choice $p=3/2$ returns $\Phi$, while $p=2$ returns $\Phi-kT/2$, the error described at the start. This holds only while the current passes over the top. Tunnelling can lower the apparent barrier by more: for the sharp linear barrier treated below, at 0.2 MV/cm, the $p=3/2$ plot gives about 0.16 eV. The shift depends on the barrier shape: for the image-rounded barrier with the same top it is only about 0.01 eV or less. Heating the contact to 358 K at fixed barrier raises the limit to 1.3 µA/µm. Lowering the barrier by 0.05 eV at 300 K multiplies the current by 6.9, so the barrier height needs far more care than the mass.

If the valley is an ellipse with masses $m_x$ and $m_y$ along the axes, the $x$ integral still gives $kT/\hbar$, but the $y$ integral gives $\sqrt{2\pi m_ykT}/\hbar$. The limit therefore depends on the mass along the contact, not on the mass in the direction of flow. For $m_x=0.3\,m_0$ and $m_y=0.7\,m_0$, integration over the $k$ plane gives 0.340 µA/µm, in agreement with $0.2874\sqrt{0.7/0.5}$.

The value $g=4$ treats two spin-split bands in each of two valleys as degenerate. With a rough splitting $\Delta=3$ meV and $\Phi$ measured to the lower band, the current is multiplied by $(1+e^{-\Delta/kT})/2=0.945$. Six further valleys of the same mass, each counted with one spin state only and placed 0.1 eV higher for illustration, would add $\tfrac64e^{-0.1\,\text{eV}/kT}=3\%$. Both effects exceed the Fermi-Dirac correction, yet for these values leave the estimate of 0.3 µA/µm intact. A larger splitting would not: $\Delta=15$ meV gives a factor 0.78 and 0.22 µA/µm at $m=0.5\,m_0$, or 0.27 µA/µm at $m=0.7\,m_0$.

## Where tunnelling takes over

The correction in $e^{-\eta}$ measures the error of Boltzmann filling. It says nothing about transmission below the barrier top. To size that effect, let the barrier fall linearly from the metal edge with field $F$. An electron whose energy of motion along $x$ lies a depth $u$ below the top travels under the barrier as far as $u/qF$. The leading WKB probability is $e^{-S}$, with

$$S=\frac{2\sqrt{2m}}{\hbar}\int_0^{u/qF}\sqrt{u-qFx}\,dx=\frac{4\sqrt{2m}\,u^{3/2}}{3\hbar qF}.$$

Going deeper increases the supply as $e^{u/kT}$ but reduces the transmission as $e^{-S}$. With Boltzmann filling, the product peaks where $1/kT=dS/du=2\sqrt{2mu}/(\hbar qF)$:

$$u_*=\frac{(\hbar qF)^2}{8m(kT)^2}=kT\,\frac{\Lambda^2}{16\pi\ell^2},\qquad \Lambda=\frac{2\pi\hbar}{\sqrt{2\pi mkT}},\qquad \ell=\frac{kT}{qF}.$$

The second form uses $\hbar^2/m=\Lambda^2kT/2\pi$. At 0.2 MV/cm, $\Lambda=6.09$ nm and $\ell=1.29$ nm, so $u_*\approx0.44\,kT$: the WKB tunnelling current peaks there, but its spread is broad, with a median depth of about $kT$ and nine tenths of it within about $2.2\,kT$ of the top. At 1 MV/cm, $u_*$ is 25 times larger, about $11\,kT$. This is deeper than the Fermi level, which lies $7.7\,kT$ below the top. Boltzmann filling then fails for the tunnelling electrons, although it remains excellent for those above the barrier. The numerical currents below use Fermi-Dirac filling, include energies down to 0.7 eV below the top, and assume that the channel returns no electrons.

The WKB estimate sets transmission to one above the top, so it omits reflection at an abrupt metal edge. For the linear barrier this can be included by solving the wave equation. With

$$L=\left(\frac{\hbar^2}{2mqF}\right)^{1/3},\qquad z=\frac{u-qFx}{qFL},$$

the equation becomes $d^2\psi/dz^2=z\psi$. The combination $\mathrm{Bi}(z)+i\,\mathrm{Ai}(z)$ is the wave travelling away from the metal. Let the metal edge lie at $x=0$ and let a prime denote $d/dx$. Let $v_M$ be the normal velocity in the metal, $r$ the reflected amplitude for a unit incident wave, and

$$w=-\frac{i\hbar}{m}\frac{\psi'(0)}{\psi(0)}.$$

Continuity of $\psi$ and of $\psi'/m$ requires $1+r=\psi(0)$ and $v_M(1-r)=w\psi(0)$. Eliminating $\psi(0)$ gives

$$r=\frac{v_M-w}{v_M+w},\qquad 1-|r|^2=\frac{4v_M\,\mathrm{Re}\,w}{|v_M+w|^2}.$$

With $v_M=10^8$ cm/s, chosen and held fixed in energy, the currents relative to $J_0$ are:

| Field | WKB, total | Airy, above top | Airy, below top |
|---|---:|---:|---:|
| 0.2 MV/cm | 3.1 | 0.43 | 0.96 |
| 1 MV/cm | 120 | 0.54 | 126 |

At the lower field, reflection removes more than half of the over-barrier current, while tunnelling adds more than was lost. The total is 0.40 µA/µm, about 1.4 times $J_0$, through a partial cancellation. This balance depends on $v_M$. For $0.5\times10^8$ cm/s reflection removes only about a third and the total is about $2.4\,J_0$; for $2\times10^8$ cm/s the total is about $0.75\,J_0$ and tunnelling no longer makes up the loss. At the higher field the total is 36 µA/µm, nearly all of it from below the top. The two transmission models differ by more than a factor of two at the lower field, but by only about 5% of the Airy total at the higher one, a closeness that depends on the chosen $v_M$. Both models also keep the band parabolic under the barrier; a two-band decay constant for a gap near 2 eV raises the WKB total at 1 MV/cm by about 10%. Agreement of a measured current with $J_0$ would therefore not by itself establish that the current is thermionic.

## Barrier lowering and scattering

An electron at distance $x$ from a metal plane is attracted by its image. In a uniform surrounding permittivity $\epsilon$, the potential energy lies below the bare barrier by

$$\delta(x)=qFx+\frac{q^2}{16\pi\epsilon x}.$$

The barrier maximum is the minimum of $\delta$. Setting $\delta'=0$ gives $x_m=\sqrt{q/(16\pi\epsilon F)}$, where the two terms are equal, so

$$\delta(x_m)=2qFx_m=q\sqrt{\frac{qF}{4\pi\epsilon}}.$$

For a rough effective relative permittivity of 4 and $F=0.2$ MV/cm, this is 0.085 eV. If 0.2 eV were the bare barrier, the thermionic limit would be about 27 times larger. The factor is sensitive to the surroundings, about 10 for a relative permittivity of 8 and about 60 for 2.5, and a layered environment changes the image potential, so this is a size estimate; it shows why $\Phi$ must be defined as the actual top. The image term also rounds the barrier, which the table above ignores. At the same actual top $\Phi$, the rounded barrier is thicker below its maximum than the sharp triangle, and the WKB totals fall from 3.1 and 120 to about 1.5 and 8. Reflection at the metal edge with $v_M=10^8$ cm/s lowers them further, to roughly 0.6 and 5, depending on how the image term is cut off at the metal.

Scattering acts the other way. Let $j_+$ and $j_-$ be the forward and backward fluxes, and $\lambda$ the mean free path for backscattering. In a region of length $\ell$ with no field inside it,

$$\frac{dj_+}{dx}=\frac{dj_-}{dx}=-\frac{j_+-j_-}{\lambda}.$$

The net flux $j=j_+-j_-$ is constant, so $j_+(0)=j_+(\ell)+j\ell/\lambda$. With nothing entering from the far side, $j_+(\ell)=j$, and the transmitted fraction is $\lambda/(\lambda+\ell)$. In a long region the forward density is about half the total density $n$. Matching the flux $v_T(n/2)\lambda/\ell$ to the diffusion flux $Dn/\ell$ gives $\lambda=2D/v_T$, where $D=\mu kT/q$.

A rough mobility $\mu=30$ cm$^2$/Vs gives $\lambda=2.0$ nm. Near a barrier top, the layer in which the potential drops by $kT$ is a plausible choice for $\ell$, because electrons that lose energy beyond it are less likely to regain the top. At 0.2 MV/cm the transmitted fraction is then 0.61 for the sharp linear barrier; for the image-rounded top the layer is about 2.4 nm long and the fraction is slightly below one half. This choice of $\ell$ presumes that collisions relax the energy. For the sharp barrier at the same mobility, classical trajectories give about 0.7 when every collision thermalises, but for purely elastic scattering the fraction keeps falling with the length of the field region, to about 0.44 over 10 nm. Since $\lambda$ is shorter than the thermal wavelength of 6.1 nm, the picture of particles between collisions is strained, and the result indicates a size only. These separate estimates should not be multiplied into a predicted current.

## Reading the estimate for a real contact

A mass near half the free-electron mass and a barrier of a few tenths of an electronvolt are reasonable rough values for MoS2 contacts. Good contacts reach resistances of roughly 1 kΩ µm, and the best semimetal contacts a tenth of that or less, far below the 90 kΩ µm found here. One assumption that can fail badly is that nothing passes below the barrier top: at 1 MV/cm and the same $\Phi$, the sharp linear barrier gives of order a hundred times $J_0$, provided the channel band edge lies at or below the metal Fermi level (0.05 eV above it the factor is only about 40), while image rounding reduces this to less than ten times. The size of the tunnelling current thus depends strongly on the barrier shape. A lower barrier also raises the current: at $\Phi=0.08$ eV over-barrier emission alone gives about 0.9 kΩ µm. The value 0.3 µA/µm is thus a limit on over-barrier emission for the stated $\Phi$, and not a limit on what a MoS2 contact can carry. The numerical output below lists the inputs and the main results.

## Computed results

```
Temperature: 300 K
Barrier: 0.200 eV
Effective mass: 0.50 m0
Spin-valley degeneracy: 4
Thermal energy kT: 0.02585 eV
Barrier over kT: 7.736
Boltzmann factor: 4.367e-04
Prefactor: 658.2 uA/um
Current limit J0: 0.2874 uA/um
Current limit J0: 0.2874 A/m
k-space quadrature current: 0.2874 uA/um
Fermi-Dirac relative correction: -1.54e-04
Right-moving density n_plus: 2.358e+09 cm^-2
Mean forward velocity v_T: 7.609e+06 cm/s
Zero-bias contact resistance: 89.9 kohm um
Current at 0.1 V over J0: 0.979
Ellipse test masses x, y: 0.3, 0.7 m0
Ellipse test current: 0.3400 uA/um
Activation temperatures: 290, 310 K
Barrier from J/T^1.5 plot: 0.2000 eV
Barrier from J/T^2 plot: 0.1871 eV
Spin splitting (rough): 3.0 meV
Current ratio with splitting: 0.945
Higher-valley offset (chosen): 0.10 eV
Added fraction, six higher valleys: 0.0313
Metal normal velocity (chosen): 1.0e+08 cm/s
0.2 MV/cm: triangle base width 10.0 nm
0.2 MV/cm: WKB total over J0 3.12
0.2 MV/cm: WKB total current 0.896 uA/um
0.2 MV/cm: Airy above-top part over J0 0.433
0.2 MV/cm: Airy below-top part over J0 0.957
0.2 MV/cm: Airy total current 0.399 uA/um
1.0 MV/cm: triangle base width 2.0 nm
1.0 MV/cm: WKB total over J0 119.81
1.0 MV/cm: WKB total current 34.436 uA/um
1.0 MV/cm: Airy above-top part over J0 0.536
1.0 MV/cm: Airy below-top part over J0 125.957
1.0 MV/cm: Airy total current 36.358 uA/um
Effective relative permittivity (rough): 4.0
Image lowering at 0.2 MV/cm: 0.0849 eV
Current factor if not in barrier: 26.6
Mobility (rough): 30 cm2/Vs
Backscattering mean free path: 2.04 nm
Thermal wavelength: 6.09 nm
kT layer at 0.2 MV/cm: 1.29 nm
Backscattering current ratio: 0.612
Current limit at 358 K: 1.312 uA/um
Barrier error considered: 0.05 eV
Current factor for that error: 6.91
```
